Why jellium surface energy turns negative, and how stabilised jellium cures it

**Question.** In jellium the ions of a metal are smeared into a uniform, rigid positive background. Creating a surface should cost energy, yet below a density parameter r_s of about 2.4 bohr the calculated surface energy of jellium is negative. What in the model pays for the surface? And why does a constant potential, which exerts no force inside the metal, restore a positive value?

**Answer.**

**The bulk wants to expand, but its background cannot**

Equations are in Hartree atomic units, and v denotes the potential energy of an electron. The density parameter is defined by n̄ = 3/(4πr_s³), where n̄ is the density of the background and of the bulk electrons. Let ε(n) be the energy per electron of uniform jellium. Its electrostatic energy vanishes, because electrons and background cancel everywhere, so ε contains kinetic, exchange and correlation energy.

For N electrons in a volume V the energy is Nε(N/V). The pressure is

P = −dE/dV = N ε′(n) N/V² = n² ε′(n),

where the prime means d/dn. The kinetic energy per electron is (3/5)E_F, with E_F the Fermi energy. It grows as n^(2/3), so it contributes (2/3)(3/5)E_F = 0.4 E_F to P/n = nε′. Exchange and correlation favour higher density and contribute negatively. At high density the kinetic part wins and P is positive. In the local density approximation (LDA), P vanishes at r_s = 4.19 bohr.

Dense jellium would therefore lower its energy by expanding. The model forbids this, since the background density is prescribed. Near a surface, however, the electrons are free to move past the edge of the background, which thins the electron gas just inside. This releases part of the energy that the bulk cannot release.

The gain can be read from the bulk energy density e(n) = nε(n). The chemical potential is

μ = de/dn = ε + nε′ = ε + P/n.

Surface energy is counted relative to electrons that each carry the bulk average ε(n̄). A slice inside the metal thus contributes e(n) − nε(n̄), which is zero at n = n̄. For a small change δn it becomes

e(n̄ + δn) − (n̄ + δn)ε(n̄) = (P/n̄)δn + ½e″(n̄)δn² + …

For a depletion, δn < 0, the first term is negative when P > 0. Each missing electron lowers the count by P/n̄, because an electron added to or taken from the bulk changes its energy by μ and not by ε.

Let S be the number of electrons per unit area outside the background edge. Neutrality requires the same number to be missing inside, so the linear terms add up to −(P/n̄)S. The other contributions are the quadratic term and higher ones, the energy of the electrons outside, the effects of density gradients and the electrostatic energy of the charge separation. The depletion near the edge is not small, so the expansion identifies the linear term but does not by itself give the total. At r_s = 2.30 bohr the linear term is −917 mJ/m² and the full local contribution from inside is about −580 mJ/m². The electrons outside, where ε(n) is mostly below ε(n̄), contribute about −555 mJ/m² locally. Electrostatic and gradient effects cost about 1030 mJ/m².

**The same pressure appears as a potential at the edge**

The link between pressure and surface can also be found from forces. Let the background fill x < 0. The Kohn-Sham orbitals obey −½ψ″ + v_eff ψ = Eψ along x, the motion parallel to the surface having been separated off; here primes mean d/dx. Define the momentum flux

τ = Σ (½ψ′² − ½ψψ″),

summed over occupied states. Differentiation gives ½ψ′ψ″ − ½ψψ‴ for each state. Inserting ψ″ = 2(v_eff − E)ψ and its derivative leaves −v_eff′ψ², hence

dτ/dx = −n v_eff′.

The effective potential is v_eff = v_xc + v_es + v_step, where v_es is electrostatic and v_step is any further potential. In the LDA, v_xc = d(nε_xc)/dn, so

n v_xc′ = (n v_xc)′ − n′v_xc = d(n v_xc − nε_xc)/dx.

In the bulk τ is n̄ times the mean square wave number along x. That is two thirds of the kinetic energy density, or 0.4 n̄E_F, the kinetic part of P. The remainder n v_xc − nε_xc = n² dε_xc/dn is the exchange-correlation part. The quantity τ + n v_xc − nε_xc thus equals P in the bulk, and it is zero in the vacuum. Integrating from bulk to vacuum therefore gives

P = ∫ n (v_es′ + v_step′) dx.

Write n = (n − n₊) + n₊, where n₊ is the background density. Poisson's equation for the electron energy is v_es″ = −4π(n − n₊). The first part then integrates to −[v_es′²]/(8π) between the end points, which is zero because the field vanishes on both sides. The second part gives n̄ times the rise of v_es from the bulk to the edge. In jellium v_step = 0, so

v_es(edge) − v_es(bulk) = P/n̄.

The electron pressure pushes outward and the electric field near the edge holds it back. A positive P requires a charge separation that raises the potential towards the edge.

**Definition of the surface energy**

Take a neutral slab with two faces of area A and a background of fixed density n̄. The surface energy is

σ_J = [E_J − Nε(n̄)]/(2A),

with E_J the slab's ground-state energy. It is the energy per unit area of new surface when a large block is cut and its halves are moved apart without any change of the background density. A negative value says that this cut lowers the energy. It describes a material held at a density that is not its equilibrium density, and does not predict that a real metal falls apart.

**What the ions add**

A real metal has zero pressure at its own density because the ions contribute a further, density-dependent energy. A simple model suffices to find it. Each ion of valence z sits at the centre of a neutral sphere of radius r₀ = z^(1/3) r_s. It attracts an electron by −z/r outside a core radius r_c and by nothing inside it. The electrons are taken as uniform, and neutral spheres do not act on each other.

The electrons of one sphere repel each other with energy 3z²/(5r₀), and their attraction to a point ion is −3z²/(2r₀). Together, per electron,

ε_M = −9z/(10r₀).

Removing the attraction inside the core adds, per electron,

w_R = (1/z) ∫ n̄ (z/r) 4πr² dr = 2πn̄r_c²,

with the integral from 0 to r_c. At fixed z and r_c, ε_M varies as n^(1/3) and w_R as n. Therefore

n̄ d(ε_M + w_R)/dn = −3z/(10r₀) + 2πn̄r_c².

Now compare the ion's potential with that of the background it replaces. Averaged over the sphere, −z/r gives −3z/(2r₀), and the missing core attraction adds 2πn̄r_c². The background in the same sphere has the potential −z(3r₀² − r²)/(2r₀³). Since the average of r² is 3r₀²/5, its mean is −6z/(5r₀). The mean difference is

δv = −3z/(2r₀) + 2πn̄r_c² + 6z/(5r₀) = −3z/(10r₀) + 2πn̄r_c².

This is the expression found from the energy derivative. Equilibrium of the metal requires d(ε + ε_M + w_R)/dn = 0 at n̄, and so

δv = −n̄ε′(n̄) = −P/n̄.

The mean potential that jellium leaves out is thus fixed by the pressure that jellium leaves unbalanced. Once r_s is given, no free parameter remains: r_c takes the value that makes the chosen density the equilibrium one.

**Why a constant potential matters**

Replacing the background by ions adds the difference potential acting on the electrons. Split the electron density inside into n̄ and n − n̄. The n̄ part gives Nδv. Jellium also counts the repulsion of the background with itself inside each sphere, 3z/(5r₀) per electron, which must be removed because a single ion has no such energy. Since δv − 3z/(5r₀) = ε_M + w_R, the two together give N(ε_M + w_R). This is a bulk energy and cancels in the surface energy. In the remaining part, replace the varying difference potential by its mean. This is stabilised jellium:

E_SJ[n] = E_J[n] + δv ∫_inside (n − n̄) d³r + N(ε_M + w_R).

A constant added throughout space would change nothing at fixed N. Here the constant ends at the edge of the background. The bulk electrons feel no force from it, but an electron leaving the metal must climb a step of height −δv.

For each face the integral of n − n̄ inside is −S per unit area. For every neutral density, whether or not it is a ground state,

σ_SJ[n] = σ_J[n] − δv S[n] = σ_J[n] + (P/n̄)S[n].

The added term is the linear gain found above with its sign reversed. In the local expansion the first-order coefficient is now P/n̄ + δv = 0, and depletion inside the metal starts with the quadratic cost ½e″δn², positive where the gas has positive compressibility. This makes a positive surface energy plausible but does not prove it: electrons in the dilute tail outside can have an ε(n) below ε(n̄) when r_s is less than 4.19. The sign of σ_SJ has to be computed.

**How much the surface energy rises**

The two models have different ground-state densities, with spill-outs S_J and S_SJ. The variational principle brackets the difference. Using the jellium density as a trial in stabilised jellium gives

σ_SJ ≤ σ_J − δv S_J.

Using the stabilised density as a trial in jellium gives

σ_J ≤ σ_SJ + δv S_SJ.

Together,

−δv S_SJ ≤ σ_SJ − σ_J ≤ −δv S_J.

For P > 0, δv is negative and the lower bound is positive, so within this model the constant potential always raises the surface energy when the bulk pressure is positive.

To obtain the difference itself, turn the potential on as λδv with λ from 0 to 1. The ground-state energy is stationary against changes of density, so only the explicit dependence on λ contributes:

dσ_λ/dλ = −δv S_λ,

σ_SJ − σ_J = (P/n̄) S̄, with S̄ = ∫₀¹ S_λ dλ.

Hence

σ_J = σ_SJ − (P/n̄) S̄.

The jellium surface energy is negative when the pressure release (P/n̄)S̄ exceeds σ_SJ. Positive pressure is necessary for this if σ_SJ is positive, but it is not sufficient.

**Numbers at the density of zinc**

Zinc suits the question because its density lies close to the threshold. Rough values are two valence electrons per atom and r_s = 2.30 bohr, which means 132.4 electrons per nm³. The 3d electrons are left in the ion core. The Kohn-Sham equations were solved in the LDA for slabs, with results averaged over four thicknesses spanning one period π/k_F of the quantum-size oscillation, k_F being the Fermi wave number. Raising the thinnest slab from 10 to 14 such periods and enlarging the basis by 30 per cent changed the surface energies at this density by about 0.1 mJ/m². Shifting the four thicknesses by an eighth of a period moves the jellium spill-out by about 0.002 nm⁻², the potential rise by about 0.001 eV and the work function by about 0.006 eV, so the last digit of these quantities is uncertain.

The Fermi energy is 9.47 eV, so the kinetic part of P/n̄ is 0.4 × 9.47 = 3.79 eV. The full value is 1.805 eV; exchange and correlation therefore contribute −1.98 eV. The pressure is what remains of two larger opposing terms.

The surface energy of jellium shows the same competition:

σ_J = −2750 + 627 + 2019 = −104 mJ/m².

The terms are kinetic, electrostatic and exchange-correlation. Spreading out lowers the kinetic energy by more than the other two terms cost.

The stabilising potential is δv = −1.805 eV. To see it arise from the ions, use r₀ = 0.1533 nm, r_c = 0.0565 nm and the Coulomb constant 1.44 eV nm:

−3z/(10r₀) → −0.6 × 1.44/0.1533 = −5.64 eV,

2πn̄r_c² → 2π × 132.4 × 0.0565² × 1.44 = 3.82 eV.

Their sum is −1.8 eV, as required. Direct integration of the difference potential over the cell gives −1.805 eV.

The spill-out is 3.172 nm⁻² in jellium, 2.929 nm⁻² with half the potential and 2.703 nm⁻² with all of it. The step holds electrons back, but most of the spill-out remains. Simpson's rule gives

S̄ = (3.172 + 4 × 2.929 + 2.703)/6 = 2.932 nm⁻².

With 1 eV/nm² = 160.2 mJ/m²,

(P/n̄)S̄ = 1.805 × 2.932 × 160.2 = 848 mJ/m².

Separate solution of the two models gives σ_SJ = 744 mJ/m², and the difference 744 − (−104) is also 848 mJ/m². It lies between the bounds of 782 and 917 mJ/m². At zinc's density the surface thus costs 744 mJ/m² once the bulk is in equilibrium, while the unbalanced pressure of jellium returns 848 mJ/m².

The force balance can be read in the same way. In jellium the electrostatic potential rises by 1.804 eV from bulk to edge, against P/n̄ = 1.805 eV. In stabilised jellium the step supplies v_step′ = −δv δ(x), where δ(x) is the delta function, and the balance becomes

v_es(edge) − v_es(bulk) = P/n̄ + δv n(edge)/n̄ = (P/n̄)[1 − n(edge)/n̄].

With n(edge)/n̄ = 0.426 this is 1.805 × 0.574 = 1.036 eV, which is the rise found in the slabs. The step now carries part of the pressure, and the electric field carries less.

**The work function changes far less than the potential**

The work function is the vacuum level minus the chemical potential. Making the interior deeper by 1.805 eV would raise it by that amount if the surface charge stayed fixed. It rises only from 3.68 to 4.08 eV, by 0.40 eV. The bulk Fermi energy and v_xc are the same in both models, so the electrostatic barrier between bulk and vacuum must have fallen by 1.805 − 0.40, or about 1.4 eV. Of this, 1.804 − 1.036 = 0.77 eV is lost between bulk and edge, and the remaining 0.6 eV outside the edge. The reduced charge separation cancels most of the step's effect on the work function.

**Why the sign changes near 2.4 and not where the pressure vanishes**

At r_s = 3.00 bohr the pressure is still positive, with P/n̄ = 0.676 eV, yet σ_J = 224 mJ/m². The release is 160 mJ/m², less than half of σ_SJ = 385 mJ/m². At r_s = 2.00 bohr the release is 1847 mJ/m² against σ_SJ = 983 mJ/m², and σ_J = −864 mJ/m².

Between these densities P/n̄ grows by a factor of 4.1 and S_J by a factor of 3.0. The release, which is a product of pressure and spill-out, grows by 11.5, while σ_SJ grows by only 2.6. The release overtakes the cost at r_s = 2.39 bohr in the LDA. That value marks the equality (P/n̄)S̄ = σ_SJ; nothing special happens to the bulk there.

Near zero pressure the bounds give a simple limit. The difference between S_J and S_SJ is itself proportional to δv for a weak step, so

σ_SJ − σ_J = (P/n̄)S_J + O(P²).

At r_s = 4.00 bohr this yields 0.060 × 0.708 × 160.2 = 7 mJ/m², the computed difference. At P = 0 the models coincide. Beyond it jellium is stretched, δv is positive, and the correction changes sign: at r_s = 5.00 bohr, σ_SJ is 87 mJ/m² and σ_J is 98 mJ/m². Stabilisation does not raise every surface energy; it removes the contribution of bulk pressure, whichever sign that has. At the five densities computed, from r_s = 2.00 to 5.00 bohr, σ_SJ is positive.

**How far the result describes zinc**

The measured surface energy of zinc is roughly 1 J/m² and its work function roughly 4 eV. The stabilised values, 744 mJ/m² and 4.08 eV, have the right size, whereas jellium fails in the sign of the surface energy. This agreement in size is not a prediction of zinc's surface energy, because several omitted effects are large.

One of them is the layered arrangement of the ions. For close-packed layers a distance d apart, compare a charged sheet with the uniform slab it replaces. At distance x from the sheet their potentials are 2πn̄d|x| and 2πn̄(x² + d²/4), which agree at |x| = d/2. The difference is −2πn̄(d/2 − |x|)², with mean −πn̄d²/6. The layer-averaged potential is therefore

δv_layer = 2πn̄r_c² − πn̄d²/6.

With r_s and r_c held fixed, the ideal hexagonal ratio c/a = 1.633 gives d = 0.2265 nm, δv_layer = −1.294 eV and σ = 518 mJ/m². Zinc's elongated cell, with c/a roughly 1.86, gives d = 0.2471 nm, −2.266 eV and 939 mJ/m². Relative to 744 mJ/m² these are changes of −30 and +26 per cent. Both values remain positive, but the spherical average is evidently no precise guide to one crystal face. These variants still omit the variation of the potential about its mean and the ionic energy specific to the cut. The first of these is not small. Taken to first order on the same densities, the planar variation adds about −90 mJ/m² for the ideal ratio and about −500 mJ/m² for c/a = 1.86, which brings both values near 430 mJ/m². The contrast between 518 and 939 mJ/m² therefore comes mostly from using the mean potential and is not a prediction of how c/a affects the surface energy.

The functional matters as well. Evaluating the PBE functional on the LDA densities shifts σ_J by −59 mJ/m² and σ_SJ by −73 mJ/m², and moves the jellium threshold from 2.39 to 2.44 bohr. Zinc's jellium value is 104 mJ/m² below zero. PBEsol, TPSS and SCAN, evaluated in the same way, raise it by about 15, 17 and 55 mJ/m², so it stays negative, and they place the threshold between 2.34 and 2.37 bohr. The large difference between the two models is less delicate: the two PBE shifts alter it by only 14 mJ/m².

Electronic temperature is negligible here. At 300 K the thermal energy of the free-electron bulk is about 3 × 10⁻⁵ of its kinetic energy at zero temperature. The response of the 3d electrons, the relaxation of the ions and their entropy are not included, and their effects have not been sized. The values of the main calculation are in the numerical output.

Table of computed values

```
EXAMPLE: zinc-like metal, rough parameters
r_s = 2.30 bohr; valence z = 2; c/a = 1.86
electron density = 132.4 nm^-3
Fermi energy (free electrons) = 9.47 eV
bulk jellium energy per electron = -0.879 eV
P/n of bulk jellium = 1.805 eV
constant potential dv = -1.805 eV
cell radius r0 = 0.1533 nm
core radius r_c = 0.0565 nm
cell average of dv by quadrature = -1.805 eV
Jellium surface energy, parts in mJ/m^2:
  kinetic = -2750
  electrostatic = 627
  exchange-correlation = 2019
sigma_J = -104 mJ/m^2
sigma_SJ = 744 mJ/m^2
sigma_SJ - sigma_J = 848 mJ/m^2
lower bound (P/n)S_SJ = 782 mJ/m^2
upper bound (P/n)S_J = 917 mJ/m^2
coupling integral = 848 mJ/m^2
spill-out S_J = 3.172 nm^-2
spill-out S_half (dv/2) = 2.929 nm^-2
spill-out S_SJ = 2.703 nm^-2
edge-bulk potential rise, J = 1.804 eV
edge-bulk potential rise, SJ = 1.036 eV
n(edge)/n in SJ = 0.426
force-balance value, SJ = 1.036 eV
work function, J = 3.68 eV
work function, SJ = 4.08 eV
largest change, thicker slab/basis = 0.1 mJ/m^2
TABLE: r_s(bohr) P/n(eV) S_J(nm^-2) sig_J sig_SJ diff(mJ/m^2)
  2.00   2.750  4.611   -864    983   1847
  2.30   1.805  3.172   -104    744    848
  3.00   0.676  1.552    224    385    160
  4.00   0.060  0.708    164    170      7
  5.00  -0.172  0.381     98     87    -11
sigma_J = 0 at r_s = 2.39 bohr (LDA)
sigma_J = 0 at r_s = 2.44 bohr (PBE on LDA density)
P = 0 at r_s = 4.19 bohr
NEGLECTED EFFECTS for the example
PBE shift of sigma_J = -59 mJ/m^2
PBE shift of sigma_SJ = -73 mJ/m^2
layers, c/a = 1.633: spacing = 0.2265 nm
  dv = -1.294 eV, sigma = 518 mJ/m^2
layers, c/a = 1.860: spacing = 0.2471 nm
  dv = -2.266 eV, sigma = 939 mJ/m^2
relative thermal electron energy, 300 K = 3.1e-05
```
